Layer-Number Dependence of the In-Plane Mass with Quadratic Interlayer Hopping

**Q:** Electrons in a layered channel run along the layers, while interlayer coupling moves them across. Why should the number of layers N affect the in-plane mass at all? I would expect the coupling to shift the band edge and do nothing else.

**A:** For a single band in each layer, that is right if the coupling is the same for every in-plane wavevector k. If it varies with k, the shift also varies with k, and a k-dependent shift changes the curvature of the band. To find the amount we need a definite model.

Take N identical layers, each with one non-degenerate, isotropic conduction band. Measure k from the band edge, and let the layer states be orthonormal. An isolated layer has the energy

E1 + a k², a = ħ²/(2m_1) > 0,

where m_1 is the monolayer mass. An electron hops between adjacent layers with the real amplitude

t(k) = t0 + t2 k², t0 ≠ 0.

There is no term linear in k. All layers have the same site energy, all adjacent pairs have the same hopping, and the stack ends at layers 1 and N.

**Q:** You still have an N by N problem at every k. Must it be solved anew each time?

**A:** No. Let A be the matrix with 1 between adjacent layers and 0 elsewhere. The Hamiltonian is

H(k) = (E1 + a k²) I + t(k) A.

The wavevector enters through two scalar factors, so the eigenvectors of A are eigenvectors of H(k) at every k. Let c_j be the amplitude on layer j and λ the eigenvalue of A. Then

c_(j−1) + c_(j+1) = λ c_j, j = 1, …, N,

with c_0 = c_(N+1) = 0, because there is no layer beyond either end. Try c_j = sin(jθ). The sum formula for sines gives

sin[(j−1)θ] + sin[(j+1)θ] = 2 cos θ sin(jθ),

so λ = 2 cos θ. The condition at j = 0 holds already. The condition at j = N+1 requires sin[(N+1)θ] = 0, hence

θ_p = pπ/(N+1), p = 1, …, N.

The cosine falls steadily between 0 and π, so these are N different eigenvalues of an N by N matrix, and none is missing. The subbands are

E_p(k) = E1 + a k² + 2(t0 + t2 k²) cos[pπ/(N+1)].

**Q:** Which of them is the band edge? It seems to depend on the sign of t0, and that sign changes if I reverse the sign of the orbital on every second layer.

**A:** It does, and the mass must not depend on that choice. Write s = t0/|t0| for the sign and

C_N = cos[π/(N+1)].

For t0 < 0 the lowest subband has p = 1 and cosine C_N. For t0 > 0 it has p = N, and its cosine is cos[π − π/(N+1)] = −C_N. In both cases the cosine equals −s C_N. Substituting this, and using s t0 = |t0|,

E_low(k) = E1 + a k² − 2s(t0 + t2 k²) C_N
= E1 − 2|t0| C_N + (a − 2s t2 C_N) k².

The coefficient of k² is ħ²/(2m_N) by definition of the mass:

ħ²/(2m_N) = a − 2s t2 C_N.

Multiplying by 2/ħ² gives the layer-number law,

1/m_N = 1/m_1 − (4s t2/ħ²) cos[π/(N+1)].

Reversing alternate orbitals changes the signs of both t0 and t2, so s t2 is unchanged. For N = 1 the cosine vanishes and the monolayer mass returns.

**Q:** What does the sign of s t2 mean physically?

**A:** Near the edge |t(k)| = |t0| + s t2 k². Coupling lowers the subband by 2|t(k)| C_N. If |t| decreases away from the edge, states at larger k are lowered less than the edge itself. The band becomes steeper and the mass falls with thickness. If |t| increases with k, the band becomes flatter and the mass rises.

**Q:** Does a valence band do the opposite?

**A:** No. Its layer energy is Ev − a k², and the edge is now the highest subband, for which the cosine is +s C_N. Thus

E_top(k) = Ev − a k² + 2s(t0 + t2 k²) C_N
= Ev + 2|t0| C_N − (a − 2s t2 C_N) k².

The positive hole mass is read from the coefficient of −k² and obeys the same law, with the valence band's own a, t0 and t2.

**Q:** Put in numbers. I want to know whether this is a large effect.

**A:** Take round model parameters: m_1 = 0.20 m_0, t0 = −0.30 eV, t2 = +0.025 eV nm² and a layer spacing of 0.8 nm. Here m_0 is the free-electron mass, and ħ²/(2m_0) = 0.0381 eV nm², so

a = 0.0381/0.20 = 0.1905 eV nm².

Since s = −1, the coefficient of k² is a + 2t2 C_N. For two layers C_2 = 1/2:

0.1905 + 2 × 0.025 × 0.500 = 0.2155 eV nm²,
m_2 = (0.0381/0.2155) m_0 = 0.177 m_0.

For five layers C_5 = 0.866:

0.1905 + 2 × 0.025 × 0.866 = 0.2338 eV nm²,
m_5 = (0.0381/0.2338) m_0 = 0.163 m_0.

At ten layers the mass is 0.160 m_0. Direct diagonalization for N = 1 to 12, with t0 = ±0.3 eV, t2 = ±0.025 eV nm² and both carrier types, gives the same k² coefficients as the law to within 10⁻⁸ eV nm².

**Q:** The second layer did most of the work. Is that a feature of your parameters?

**A:** It follows from the cosine. As N grows, C_N tends to 1 and

1/m_∞ = 1/m_1 − 4s t2/ħ².

A periodic stack gives the same limit: its energy is E1 + a k² + 2t(k) cos(qd), with q the wavevector across the layers and d their spacing, and at the lowest edge the cosine is −s. The fraction of the inverse-mass change still missing at N layers is

(1/m_∞ − 1/m_N)/(1/m_∞ − 1/m_1) = 1 − C_N
= 2 sin²[π/(2(N+1))]
≈ π²/[2(N+1)²] for large N.

The hopping parameters cancel. In this one-band model a bilayer has half of the full inverse-mass change whatever their values, and nine layers are the first stack with more than 95% of it. In the two-band example treated below the approach is slower: the bilayer has 40% and eleven layers are needed for 95%. In the example the bulk mass is 0.158 m_0.

**Q:** Could I test the model without knowing C_N?

**A:** Yes, through the edge energy. Let ΔE_N be the shift of the subband edge from its monolayer position:

ΔE_N = −2|t0| C_N, so C_N = −ΔE_N/(2|t0|).

Insert this in the mass law and use s/|t0| = 1/t0:

1/m_N − 1/m_1 = (2t2/(ħ² t0)) ΔE_N.

Within this one-band model, inverse mass plotted against edge shift is a straight line. For a valence edge ΔE_N = +2|t0| C_N, so the slope has the opposite sign. If t2 comes from a remote band, as below, the line bends. For five layers ΔE_5 = −0.520 eV, and the change in the k² coefficient is

(t2/t0) ΔE_5 = (0.025/−0.30)(−0.520) = 0.0433 eV nm²,

as found above. The shift belongs to one band edge. A change in the optical gap would also contain the movement of the other edge and the electron–hole attraction.

**Q:** With the opposite sign of t2, your formula can give a negative mass. What happens to the electron then?

**A:** The point k = 0 stops being a minimum. For s t2 > 0 this happens when

C_N > a/(2|t2|) = ħ²/(4m_1|t2|).

Keep a and t0 but set t2 = −0.12 eV nm², so that |t| grows with k. The critical cosine is 0.1905/0.24 = 0.794. Two layers have a mass of 0.54 m_0 and three layers 1.8 m_0. The last value comes from a small difference, 0.1905 − 0.1697 = 0.0208 eV nm², and is therefore sensitive to the inputs. Four layers have C_4 = 0.809 and a negative coefficient,

g = 0.1905 − 0.24 × 0.809 = −0.0037 eV nm².

The quadratic model alone now has no lowest energy. A positive quartic term B k⁴ in the layer energy supplies one:

E(k) = E(0) + g k² + B k⁴,
dE/dk = 2k(g + 2B k²) = 0, so k² = −g/(2B).

The minimum is a ring in the plane. With B = 0.02 eV nm⁴ its radius is √(0.0037/0.04) = 0.30 nm⁻¹. The mass law has then ceased to describe the band edge. The ring is only g²/(4B) = 0.17 meV deep, far below kT = 26 meV at room temperature. There the quartic term governs the occupied states, and already for three layers it supplies about 40% of the energy at kT above the edge, so the 1.8 m_0 holds only very near k = 0.

**Q:** And in the first example, t(k) must pass through zero somewhere. Is that harmless?

**A:** It happens at k = √(0.30/0.025) = 3.46 nm⁻¹. Beyond this point the order of the subbands is reversed, and the lowest one is

E1 + 2|t0| C_N + (a − 2|t2| C_N) k².

Because a exceeds 2|t2| here, this lies above the edge at k = 0, which remains the minimum. The parabola of the mass law applies below the crossing.

**Q:** So far t2 is a number you chose. Where would it come from?

**A:** One source is oblique hopping. Let the edge be at the zone centre, and let an electron hop to sites of the next layer displaced sideways by R, with amplitude t_R. If R and −R have equal amplitudes, the sines cancel and

t(k) = Σ t_R cos(k·R) ≈ Σ t_R − ½ Σ t_R (k·R)².

For an isotropic set of sites, Σ t_R (k·R)² = (k²/2) Σ t_R R². Therefore

t0 = Σ t_R, t2 = −¼ Σ t_R R².

Take one vertical hop of −0.06 eV and six oblique hops of −0.04 eV with R = 0.4 nm. Then t0 = −0.06 − 0.24 = −0.30 eV and t2 = ¼ × 6 × 0.04 × 0.16 = 0.0096 eV nm².

**Q:** That is less than half of your 0.025. Is there another source?

**A:** A remote band can supply it. Let a valence band lie a gap G below the conduction band in the monolayer. Within each layer the two are coupled by P k, and the valence states hop between layers with a constant amplitude t_v. Leave out hopping from one band to the other. Both bands then share the modes of A, and for each eigenvalue λ the energy E obeys

(E − U)(E − L) = P² k²,
U = G + t0 λ + ħ²k²/(2m_0),
L = t_v λ + ħ²k²/(2m_0).

The conduction solution has E − U = P²k²/(E − L). To order k² the denominator may be taken at k = 0, where it is G + δλ with δ = t0 − t_v. Hence

ħ²/(2m_N) = ħ²/(2m_0) + P²/(G + δλ).

Both hoppings are constant here, yet the mass depends on N if they differ. Constant hopping therefore guarantees an unchanged mass only within the one-band model. Expanding for small δλ/G,

P²/(G + δλ) = P²/G − P²δλ/G² + …

The first term belongs to the monolayer. The second has the form t2 λ of a quadratic hopping, with

t2 = −P²δ/G².

For G = 2.5 eV and t_v = 0.10 eV, δ = −0.40 eV. The monolayer mass fixes P² = 2.5 × (0.1905 − 0.0381) = 0.381 eV² nm², and t2 = 0.381 × 0.40/6.25 = 0.0244 eV nm².

**Q:** You dropped the rest of that series. How much does it cost?

**A:** For five layers λ = 2C_5 = 1.732. The full two-band expression gives

0.0381 + 0.381/(2.5 − 0.40 × 1.732) = 0.249 eV nm²,

or a mass of 0.153 m_0. The simple law with t2 = 0.0244 eV nm² gives 0.164 m_0, which is 7% above the two-band mass. In bulk the excess is 10%. If t2 comes from a remote band, the simple law thus understates the fall of the mass in this example.

**Q:** A transistor also has a gate, and its field makes the layers unequal. Does the derivation survive?

**A:** The sine modes do not, but the mass can still be found. Add site energies V_j to the layers. The Hamiltonian has the form H(0) + k²(a I + t2 A), so first-order perturbation theory in k² gives its coefficient in the energy:

1/m = 1/m_1 + (2t2/ħ²)⟨A⟩,

where ⟨A⟩ is taken in the lowest state at k = 0. For t0 < 0 the uniform stack has ⟨A⟩ = 2C_N, the largest eigenvalue of A. No normalized state can exceed it, so in the one-band model unequal site energies cannot strengthen the effect.

Take a sheet density n = 5 × 10¹² cm⁻² and a relative permittivity of 7. The field at the channel face is en/(7ε0) = 1.29 MV/cm, or 0.103 eV per layer. If this field continued unscreened through five layers, ⟨A⟩ would fall from 1.73 to 1.59 and the one-band mass would rise by 1.5%. Raising the two outer layers by 0.05 eV instead changes the mass by 0.02%.

**Q:** Which electrons actually have this mass at room temperature?

**A:** Take equal site energies, that is, leave out the gate field. In five layers, nearly all of the electrons are then in the lowest subband. The next one is 0.22 eV higher, against kT = 0.026 eV at 300 K, and at the same density, with one valley and two spins, 0.13% of the electrons are above the lowest subband. In ten layers, again without the field, the gap is 0.071 eV and the share is 18%. A gate field widens this gap: with one gate and screening by the electrons it is about 0.09 eV and the share about 11%, and with the unscreened field it is 0.24 eV and the share below 0.1%. Those electrons are heavier in this example, since their cosine is smaller than C_N, but only by about 3%, so a single mass still describes the ten-layer channel well.

Filling also moves electrons away from the edge. The Fermi wavevector is √(2πn) = 0.56 nm⁻¹. There the two-band mass, defined by ħ²k/(dE/dk), is 0.162 m_0, 6% above its edge value. This is close to the 0.164 m_0 of the simple law with the remote-band t2, because two corrections nearly cancel at this density.

**Q:** How does all this compare with a real channel?

**A:** The numbers are meant for a few-layer van der Waals semiconductor transistor. Masses of a few tenths of m_0 and spacings of 0.6 to 0.8 nm are roughly right for that class. A hopping of 0.30 eV is on the strong side and suits edge states with much out-of-plane orbital weight. Real channels break the assumption of perfect coherence across the stack. At a mobility of 500 cm²/Vs, a high value for such a channel at room temperature, the five-layer broadening ħ/τ is 0.014 eV, where τ is the scattering time. At 100 cm²/Vs and the same mass it is 0.07 eV, equal to the field-free ten-layer subband gap, so separate subbands are then a poor description of ten layers unless the gate field widens the gap well beyond this. If the band edge moves to another valley as N changes, each valley needs its own parameters.

**Q:** Then should a designer add layers to gain mobility?

**A:** The mass alone gives a limited reason. At fixed scattering time, mobility varies as 1/m, and in the one-band example going from one layer to five raises it by the factor 0.200/0.163 = 1.23. Going from five to ten adds 2%, if the lowest-subband mass is used for both. With the two-band edge masses the first factor is 0.200/0.153 = 1.31; with the masses at the Fermi wavevector of the density above it is 0.206/0.162 = 1.27. Scattering and gate control also change with thickness, and this calculation does not include them. The numerical output lists the masses, edge shifts and subband gaps for the other thicknesses.

Numbers as computed

```
hbar^2/(2 m_0) = 0.03810 eV nm^2
Inputs: m_1 = 0.20 m_0, t0 = -0.30 eV, t2 = 0.025 eV nm^2
Layer spacing = 0.8 nm; a = 0.1905 eV nm^2
N, thickness (nm), mass (m_0), edge shift (eV), gap to 2nd subband (eV)
 1  0.8  0.2000  0.0000  none
 2  1.6  0.1768  -0.3000  0.600
 3  2.4  0.1687  -0.4243  0.424
 4  3.2  0.1650  -0.4854  0.300
 5  4.0  0.1630  -0.5196  0.220
 6  4.8  0.1618  -0.5406  0.166
10  8.0  0.1598  -0.5757  0.071
Bulk: mass = 0.1584 m_0, edge shift = -0.60 eV
First N with over 95% of the inverse-mass change = 9
Hopping changes sign at k = 3.46 1/nm
Ring case: t2 = -0.12 eV nm^2, B = 0.02 eV nm^4
Ring case: critical cosine = 0.7937
Ring case: mass at N = 2 is 0.540 m_0
Ring case: mass at N = 3 is 1.832 m_0
Ring case: first N with a ring = 4, radius = 0.30 1/nm
Oblique hops: lattice 0.4 nm, vertical -0.06 eV, six of -0.04 eV
Oblique hops give t0 = -0.30 eV, t2 = 0.0096 eV nm^2
Remote band: gap 2.5 eV, its hopping 0.10 eV, P^2 = 0.3810 eV^2 nm^2
Remote band gives t2 = 0.0244 eV nm^2
N = 5 mass: two-band 0.1531, simple law 0.1637 m_0, excess 7.0%
Bulk mass: two-band 0.1453, simple law 0.1592 m_0, excess 9.6%
Density = 5.0e+12 1/cm^2, kF = 0.560 1/nm, N = 5 Fermi energy = 0.0735 eV
Two-band N = 5 mass at kF = 0.1621 m_0, rise 5.9%
T = 300 K, kT = 0.0259 eV
Electrons above lowest subband, N = 5: 0.13%
Electrons above lowest subband, N = 10: 17.69%
First N with subband gap below kT = 18
Gate field (relative permittivity 7) = 1.29 MV/cm, 0.103 eV per layer
N = 5 mean of A: no field 1.7321, field 1.5914, surface shift 1.7303
N = 5 mass in unscreened field = 0.1654 m_0, change +1.53%
N = 5 mass, outer layers raised 0.05 eV = 0.1630 m_0, change +0.02%
Mobility 500 cm^2/Vs: N = 5 broadening hbar/tau = 0.0142 eV
```
